# Long-range phonon potentials in silicon: zero Born charge, nonzero dynamical quadrupole: a numerical check

```python
# Dynamical quadrupoles in the diamond structure (Hartree atomic units).
# Result under test: for displacements u_k exp(i q.(R+tau_k)) the macroscopic induced charge,
# with the G=0 Coulomb term removed, is rho = (1/Om)[-i q_b Z_ba - q_b q_c Q_a^bc / 2].
# In diamond Z=0, Q_a^bc = +-Q |eps_abc| (opposite on atoms 1,2). For u1=-u2=e the screened
# potential is phi = -8 pi Q F/(Om eps), F_x = n_y n_z etc., n = q/|q|; the non-analytic force
# constant is 16 pi Q^2 F_a F_b q^2/(Om eps). Om: cell volume, eps: dielectric constant.
# Model: plane-wave LDA, local ion potential -Z erf(sqrt(al) r)/r + (v1+v2 r^2) exp(-al r^2),
# response from a sum over states at finite q and a direct solve of the Dyson equation.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from pyscf.dft import libxc

a, al, v1, v2 = 10.25, 0.6, 3.0, -1.4
Om, b = a**3 / 4, 2 * np.pi / a
tau = np.array([[-1, -1, -1], [1, 1, 1]]) / 8.0   # units of a, origin at bond centre
NG = 24

def gset(max2):
    g = [x for x in itertools.product(range(-7, 8), repeat=3)
         if len({y % 2 for y in x}) == 1 and sum(y * y for y in x) <= max2]
    return np.array(sorted(g, key=lambda x: sum(y * y for y in x)))

def lookup(gs, arr):
    table = np.full((25, 25, 25), len(gs))
    table[tuple((gs + 12).T)] = np.arange(len(gs))
    return table[arr[..., 0] + 12, arr[..., 1] + 12, arr[..., 2] + 12]

W, S = gset(20), gset(36)          # wave-function set, density/potential set
nW, nS = len(W), len(S)
diff_index = lookup(S, W[:, None] - W[None])
shift_index = lookup(W, W[None] - S[:, None])

ops = []                           # (R, t, swaps atoms)
for p in itertools.permutations(range(3)):
    for sg in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3), int)
        R[range(3), p] = sg
        swap = np.prod(sg) < 0
        ops.append((R, (-tau[1] if swap else tau[1]) - R @ tau[1], swap))
ops_td = [o for o in ops if not o[2]]

# ---- group theory: invariant tensors of the two-atom basis
def invariants(group, rank):
    P = 0
    for R, _, swap in group:
        m = np.array([[0, 1], [1, 0]]) if swap else np.eye(2)
        for _ in range(rank):
            m = np.kron(m, R)
        P = P + m / len(group)
    if rank == 3:
        T = P.reshape((2, 3, 3, 3, -1))
        P = (0.5 * (T + T.transpose(0, 1, 3, 2, 4))).reshape(54, 54)
    w, v = np.linalg.eigh(0.5 * (P + P.T))
    return v[:, w > 0.5]

iz, iq = invariants(ops, 2), invariants(ops, 3)
assert iz.shape[1] == 1 and iq.shape[1] == 1
assert invariants(ops_td, 2).shape[1] == 2 and invariants(ops_td, 3).shape[1] == 2
tz = iz[:, 0].reshape(2, 3, 3); tz = tz / tz[0, 0, 0]
tq = iq[:, 0].reshape(2, 3, 3, 3); tq = tq / tq[0, 0, 1, 2]
abs_eps = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    abs_eps[p] = 1
assert np.allclose(tz, [np.eye(3), np.eye(3)]) and np.allclose(tq, [abs_eps, -abs_eps])

# ---- plane-wave model
def v_short(K2):
    return (np.pi / al)**1.5 * np.exp(-K2 / (4 * al)) * (v1 + v2 * (1.5 / al - K2 / (4 * al**2)))

def v_coul(K2, Z):
    return -4 * np.pi * Z * np.exp(-K2 / (4 * al)) / K2

num = quad(lambda r: 4 * np.pi * r * np.sin(1.3 * r) / 1.3 * (v1 + v2 * r * r) * np.exp(-al * r * r), 0, 12)[0]
assert abs(num - v_short(1.69)) < 1e-7

def kpoints(n, rots):
    stars = {}
    for k in itertools.product(range(-n + 1, n, 2), repeat=3):
        if sum(abs(x) for x in k) < 1.5 * n:
            rep = max(tuple(R @ np.array(k)) for R in rots)
            stars[rep] = stars.get(rep, 0) + 1
    tot = sum(stars.values())
    return [(b * np.array(k) / n, w / tot) for k, w in stars.items()], tot

def bands(k, vmat):
    return np.linalg.eigh(vmat + np.diag(0.5 * ((k + b * W)**2).sum(1)))

def sym_maps(group):
    return [(lookup(S, S @ R), np.exp(2j * np.pi * (S @ t))) for R, t, _ in group]

def xc(nG, deriv):
    arr = np.zeros((NG,) * 3, complex)
    arr[tuple((S % NG).T)] = nG
    nr = (np.fft.ifftn(arr) * NG**3).real.ravel()
    out = libxc.eval_xc('LDA,VWN', np.maximum(nr, 1e-8), spin=0, deriv=deriv)[deriv][0]
    return np.fft.fftn(np.asarray(out).reshape((NG,) * 3)) / NG**3, nr.min()

def ground_state(Z, n):
    real = Z[0] == Z[1]
    K2 = b * b * (S**2).sum(1).astype(float); K2[0] = 1.0
    vion = sum((v_short(K2) + v_coul(K2, Z[i])) * np.exp(-2j * np.pi * (S @ tau[i])) for i in (0, 1)) / Om
    vion[0] = 0
    hart = 4 * np.pi / K2; hart[0] = 0
    ks, tot = kpoints(n, [o[0] for o in ops])
    maps = sym_maps(ops_td)
    dens = np.zeros(nS, complex); dens[0] = 8 / Om
    for it in range(150):
        V = vion + hart * dens + xc(dens, 1)[0][tuple((S % NG).T)]
        if real:
            assert abs(V.imag).max() < 1e-10
            V = V.real
        vmat = np.append(V, 0)[diff_index]
        P = 0
        for k, w in ks:
            c = bands(k, vmat)[1][:, :4]
            P = P + w * c @ c.conj().T
        raw = (np.bincount(diff_index.ravel(), P.real.ravel(), nS + 1)
               + 1j * np.bincount(diff_index.ravel(), P.imag.ravel(), nS + 1))[:nS] * 2 / Om
        new = np.zeros(nS, complex)
        for idx, ph in maps:
            new[idx] += raw * ph / len(maps)
        err = abs(new - dens).max()
        if err < 1e-10:
            break
        dens = dens + 0.6 * (new - dens)
    assert err < 1e-10
    fG, nmin = xc(dens, 2)
    assert nmin > 1e-5
    d = (S[:, None] - S[None]) % NG
    fmat = fG[d[..., 0], d[..., 1], d[..., 2]]
    return dict(Z=Z, n=n, nk=tot, vmat=vmat, real=real, fmat=fmat.real if real else fmat,
                group=ops if real else ops_td)

def response(st, direction, q, use_symmetry=True):
    dvec = np.array(direction)
    qv = q * dvec / np.linalg.norm(dvec)
    little = [o for o in st['group'] if np.array_equal(o[0] @ dvec, dvec)]
    if not use_symmetry:
        little = [o for o in little if np.array_equal(o[0], np.eye(3, dtype=int))]
    raw = 0
    for k, w in kpoints(st['n'], [o[0] for o in little])[0]:
        ev, cv = bands(k - qv / 2, st['vmat'])
        ec, cc = bands(k + qv / 2, st['vmat'])
        pad = np.hstack([cv[:, :4].conj().T, np.zeros((4, 1))])
        M = (pad[:, shift_index].reshape(4 * nS, nW) @ cc[:, 4:]).reshape(4, nS, nW - 4)
        M = M / np.sqrt(ec[None, None, 4:] - ev[:4, None, None])
        X = np.ascontiguousarray(M.transpose(1, 0, 2)).reshape(nS, -1)
        raw = raw - w * (X @ X.T if st['real'] else X @ X.conj().T)
    chi = np.zeros((nS, nS), complex)
    for idx, ph in sym_maps(little):       # factor 4: spin and the time-reversed partner term
        chi[np.ix_(idx, idx)] += raw * np.outer(ph, ph.conj()) * 4 / Om / len(little)
    K = b * S + qv; K2 = (K**2).sum(1); s = np.sqrt(K2); ss = np.outer(s, s)
    def dyson(kernel, V):
        ct = chi / ss
        return s[:, None] * np.linalg.solve(np.eye(nS) - ct @ (kernel * ss), ct @ (s[:, None] * V))
    v_full = np.hstack([-1j * K * ((v_short(K2) + v_coul(K2, st['Z'][i]))
                        * np.exp(-2j * np.pi * (S @ tau[i])) / Om)[:, None] for i in (0, 1)])
    v_sc = v_full.copy()
    v_sc[0] = np.tile(-1j * qv * v_short(q * q) / Om, 2)
    ker_full = st['fmat'] + np.diag(4 * np.pi / K2)
    ker_sc = ker_full.copy(); ker_sc[0, 0] = st['fmat'][0, 0]
    unit = np.zeros((nS, 1)); unit[0] = 1
    n_sc = dyson(ker_sc, np.hstack([v_sc, unit]))
    n_full = dyson(ker_full, v_full)
    ion = np.concatenate([-1j * qv * z * np.exp(-q * q / (4 * al)) / Om for z in st['Z']])
    opt = lambda m: m[..., 0:3] - m[..., 3:6]
    return dict(chi=chi, rho=(ion - n_sc[0, :6]).reshape(2, 3),
                eps=(1 - 4 * np.pi * n_sc[0, 6] / q**2).real,
                phi=4 * np.pi * opt(ion - n_full[0]) / q**2,
                dphi=Om * (opt(v_full).conj().T @ opt(n_full) - opt(v_sc).conj().T @ opt(n_sc)))

def moments_111(r, q):
    return -Om * r['rho'].imag.mean(1) * np.sqrt(3) / q, -3 * Om * r['rho'].real.mean(1) / q**2

q0 = 0.005
coarse, fine = ground_state((4.0, 4.0), 4), ground_state((4.0, 4.0), 8)
scan = [bands(b * np.array(k), fine['vmat'])[0]
        for k in [(x, 0, 0) for x in np.linspace(0, 1, 21)] + [(0.5, 0.5, 0.5)]]
gap = min(e[4] for e in scan) - max(e[3] for e in scan)
assert gap > 0
c_sym, c_all = response(coarse, (1, 1, 0), q0), response(coarse, (1, 1, 0), q0, False)
assert abs(c_sym['chi'] - c_all['chi']).max() < 1e-9 * abs(c_all['chi']).max()
rc = response(coarse, (1, 1, 1), q0)
Zc, Qc = moments_111(rc, q0)
r1, r2 = response(fine, (1, 1, 1), q0), response(fine, (1, 1, 1), 2 * q0)
Zf, Qf = moments_111(r1, q0)
Q, eps = Qf[0], r1['eps']
# neutrality holds only for a converged k sum and basis: 4 must cancel to a small residue
assert abs(Zf).max() < 0.25 and abs(Zf[0]) < abs(Zc[0])
assert abs(Zf[0] - Zf[1]) < 1e-6 and abs(Qf[0] + Qf[1]) < 1e-6 * abs(Q) and abs(Q) > 1
amp = 8 * np.pi * Q / (Om * eps)
print(f"a = {a} bohr, Omega = {Om:.3f} bohr^3")
print(f"alpha = {al} bohr^-2, v1 = {v1} Ha, v2 = {v2} Ha/bohr^2, Z_ion = 4 e")
print(f"plane waves {nW}, density components {nS}, q0 = {q0} bohr^-1")
print(f"invariants: Z2/Z1 = {tz[1,0,0]:+.1f}, Q2/Q1 = {tq[1,0,1,2]:+.1f}")
print(f"indirect gap = {gap:.4f} Ha")
print(f"{coarse['nk']} k: Z* = {Zc[0]:.3f} e, Q1 = {Qc[0]:.3f} e bohr, eps = {rc['eps']:.3f}")
print(f"{fine['nk']} k: Z1*, Z2* = {Zf[0]:.4f}, {Zf[1]:.4f} e (electrons {Zf[0]-4:.4f} e)")
print(f"{fine['nk']} k: Q1, Q2 = {Qf[0]:.3f}, {Qf[1]:.3f} e bohr")
print(f"{fine['nk']} k: eps = {eps:.3f}")
print(f"8 pi Q/(Omega eps) = {amp:.5f} Ha/(e bohr)")

# Q and eps from [111] predict other directions; 1 % allows for O(q^2) corrections
results = {(1, 1, 1): r1}
for d in [(1, 0, 0), (1, 1, 0), (1, 2, 3)]:
    results[d] = response(fine, d, q0)
for d, r in results.items():
    n = np.array(d) / np.linalg.norm(d)
    F = np.array([n[1] * n[2], n[2] * n[0], n[0] * n[1]])
    q_eff = -Om * r['rho'].real / q0**2
    assert abs(q_eff - np.outer([Q, -Q], F)).max() < 0.005 * abs(Q)
    assert abs(-Om * r['rho'].imag / q0 - Zf[0] * n).max() < 0.005
    assert abs(r['eps'] / eps - 1) < 0.01
    assert abs(r['phi'] + amp * F).max() < 0.005 * abs(amp)
    fc = 16 * np.pi * Q**2 / (Om * eps)
    assert abs(r['dphi'] / q0**2 - fc * np.outer(F, F)).max() < 0.003 * fc
    tag = ''.join(map(str, d))
    print(f"[{tag}] F_x,y,z = {F[0]:.4f} {F[1]:.4f} {F[2]:.4f}, F_LO = {F @ n:.4f}, eps = {r['eps']:.3f}")
    print(f"[{tag}] phi/u solved  = " + ' '.join(f"{x:+.5f}" for x in r['phi'].real) + " Ha/(e bohr)")
    print(f"[{tag}] phi/u formula = " + ' '.join(f"{x:+.5f}" for x in -amp * F) + " Ha/(e bohr)")
assert abs(results[(1, 0, 0)]['phi']).max() < 1e-6 * abs(amp)

e_lo = np.ones(3) / np.sqrt(3)
p1, p2 = (r1['phi'] @ e_lo).real, (r2['phi'] @ e_lo).real
d1, d2 = (e_lo @ r1['dphi'] @ e_lo).real, (e_lo @ r2['dphi'] @ e_lo).real
assert abs(p2 / p1 - 1) < 0.01 and abs(d2 / d1 - 4) < 0.08 and d1 > 0
print(f"[111] LO phi/u at q0, 2q0 = {p1:.5f}, {p2:.5f} Ha/(e bohr)")
print(f"[111] LO |E|/u at q0, 2q0 = {abs(q0*p1):.3e}, {abs(2*q0*p2):.3e} Ha/(e bohr^2)")
print(f"[111] LO dPhi at q0, 2q0 = {d1:.4e}, {d2:.4e} Ha/bohr^2, ratio {d2/d1:.3f}")
print(f"[111] LO dPhi/q^2 solved {d1/q0**2:.4f}, formula {16*np.pi*Q**2/(3*Om*eps):.4f} Ha")

# control: inversion broken by unequal ion charges
zb = ground_state((3.5, 4.5), 8)
Zb, Qb = moments_111(response(zb, (1, 1, 1), q0), q0)
assert abs(Zb[0] - Zb[1]) > 0.2 and abs(Zb.sum()) < 0.5 and abs(Zb.sum()) < 0.5 * abs(Zb[0] - Zb[1])
assert abs(Qb.sum()) > 0.1
print(f"control 3.5/4.5: Z1*, Z2* = {Zb[0]:.3f}, {Zb[1]:.3f} e")
print(f"control 3.5/4.5: Q1, Q2, sum = {Qb[0]:.3f}, {Qb[1]:.3f}, {Qb.sum():.3f} e bohr")

# real-space laws: 3D Fourier quadrature of Gaussian-damped kernels against derivatives of 1/r
xr, wr = np.polynomial.legendre.leggauss(160); xr, wr = 3.25 * (xr + 1), 3.25 * wr
ct, wt = np.polynomial.legendre.leggauss(64)
ph = 2 * np.pi * np.arange(128) / 128
stt = np.sqrt(1 - ct**2)
nx, ny = np.outer(stt, np.cos(ph)).ravel(), np.outer(stt, np.sin(ph)).ravel()
nz = np.repeat(ct, 128); wa = np.repeat(wt, 128) * 2 * np.pi / 128
pos = (2.0, 6.0, 9.0); rr = np.linalg.norm(pos)
cs = np.cos(np.outer(xr, nx * pos[0] + ny * pos[1] + nz * pos[2]))
rad = wr * np.exp(-xr**2) * 4 * np.pi / (2 * np.pi)**3
ft_quad = (rad * xr**2) @ cs @ (-wa * ny * nz)
ft_qq = (rad * xr**4) @ cs @ (wa * (ny * nz)**2)
x, y, z = sp.symbols('x y z', positive=True)
d4 = sp.diff(1 / sp.sqrt(x**2 + y**2 + z**2), y, 2, z, 2)
d4a = float(d4.subs({x: 2, y: 6, z: 9})); d4b = float(d4.subs({x: 4, y: 12, z: 18}))
assert abs(ft_quad / (3 * pos[1] * pos[2] / rr**5) - 1) < 1e-6
assert abs(ft_qq / d4a - 1) < 1e-5 and abs(d4a / d4b - 32) < 1e-9
avg = wa @ ((ny * nz)**2 + (nz * nx)**2 + (nx * ny)**2) / (4 * np.pi)
assert abs(avg - 0.2) < 1e-12
print(f"r = (2,6,9) bohr: quadrature {ft_quad:.6e}, 3yz/r^5 {3*54/rr**5:.6e} bohr^-3")
print(f"r = (2,6,9) bohr: quadrature {ft_qq:.6e}, dy2dz2(1/r) {d4a:.6e} bohr^-5")
print(f"decay factor of dy2dz2(1/r) on doubling r = {d4a/d4b:.3f}")
print(f"sphere average of sum F^2 = {avg:.4f}")
print(f"phi/u_x at r = (2,6,9) bohr = {Q*ft_quad/eps:.4e} Ha/(e bohr)")

ha_ev = sc.physical_constants['Hartree energy in eV'][0]
bohr_a = sc.physical_constants['Bohr radius'][0] * 1e10
M, omega = 28 * sc.atomic_mass / sc.m_e, 0.0023
u0 = 1 / np.sqrt(4 * M * omega)
print(f"M = 28 u = {M:.1f} m_e, omega = {omega} Ha (rough input)")
print(f"amplitude (4 M omega)^(-1/2) = {u0:.5f} bohr")
print(f"Q = {Q:.3f} e bohr = {Q*bohr_a:.3f} e Angstrom")
pz = abs(results[(1, 1, 0)]['phi'][2])
for tag, val in (("[111] LO", abs(p1)), ("[110] TO z", pz)):
    print(f"{tag}: D = {val/2:.5f} Ha/bohr = {val/2*ha_ev/bohr_a:.3f} eV/Angstrom")
    print(f"{tag}: |g| = {val*u0:.4e} Ha = {val*u0*ha_ev*1e3:.2f} meV")
print(f"[111] LO d(omega)/q^2 = {d1/q0**2/(4*M*omega):.4e} Ha bohr^2")
print("all good")
```

Output:

```
a = 10.25 bohr, Omega = 269.223 bohr^3
alpha = 0.6 bohr^-2, v1 = 3.0 Ha, v2 = -1.4 Ha/bohr^2, Z_ion = 4 e
plane waves 113, density components 259, q0 = 0.005 bohr^-1
invariants: Z2/Z1 = +1.0, Q2/Q1 = -1.0
indirect gap = 0.0444 Ha
32 k: Z* = -0.880 e, Q1 = 24.191 e bohr, eps = 16.854
256 k: Z1*, Z2* = -0.0404, -0.0404 e (electrons -4.0404 e)
256 k: Q1, Q2 = 14.170, -14.170 e bohr
256 k: eps = 10.843
8 pi Q/(Omega eps) = 0.12199 Ha/(e bohr)
[111] F_x,y,z = 0.3333 0.3333 0.3333, F_LO = 0.5774, eps = 10.843
[111] phi/u solved  = -0.04066 -0.04066 -0.04066 Ha/(e bohr)
[111] phi/u formula = -0.04066 -0.04066 -0.04066 Ha/(e bohr)
[100] F_x,y,z = 0.0000 0.0000 0.0000, F_LO = 0.0000, eps = 10.845
[100] phi/u solved  = -0.00000 -0.00000 -0.00000 Ha/(e bohr)
[100] phi/u formula = -0.00000 -0.00000 -0.00000 Ha/(e bohr)
[110] F_x,y,z = 0.0000 0.0000 0.5000, F_LO = 0.0000, eps = 10.844
[110] phi/u solved  = +0.00000 +0.00000 -0.06098 Ha/(e bohr)
[110] phi/u formula = -0.00000 -0.00000 -0.06100 Ha/(e bohr)
[123] F_x,y,z = 0.4286 0.2143 0.1429, F_LO = 0.3436, eps = 10.844
[123] phi/u solved  = -0.05227 -0.02614 -0.01743 Ha/(e bohr)
[123] phi/u formula = -0.05228 -0.02614 -0.01743 Ha/(e bohr)
[111] LO phi/u at q0, 2q0 = -0.07043, -0.07042 Ha/(e bohr)
[111] LO |E|/u at q0, 2q0 = 3.522e-04, 7.042e-04 Ha/(e bohr^2)
[111] LO dPhi at q0, 2q0 = 2.8811e-05, 1.1504e-04 Ha/bohr^2, ratio 3.993
[111] LO dPhi/q^2 solved 1.1524, formula 1.1524 Ha
control 3.5/4.5: Z1*, Z2* = 0.772, -0.843 e
control 3.5/4.5: Q1, Q2, sum = 14.686, -11.748, 2.939 e bohr
r = (2,6,9) bohr: quadrature 1.005893e-03, 3yz/r^5 1.005893e-03 bohr^-3
r = (2,6,9) bohr: quadrature 5.841860e-05, dy2dz2(1/r) 5.841860e-05 bohr^-5
decay factor of dy2dz2(1/r) on doubling r = 32.000
sphere average of sum F^2 = 0.2000
phi/u_x at r = (2,6,9) bohr = 1.3145e-03 Ha/(e bohr)
M = 28 u = 51040.9 m_e, omega = 0.0023 Ha (rough input)
amplitude (4 M omega)^(-1/2) = 0.04615 bohr
Q = 14.170 e bohr = 7.498 e Angstrom
[111] LO: D = 0.03522 Ha/bohr = 1.811 eV/Angstrom
[111] LO: |g| = 3.2503e-03 Ha = 88.45 meV
[110] TO z: D = 0.03049 Ha/bohr = 1.568 eV/Angstrom
[110] TO z: |g| = 2.8141e-03 Ha = 76.58 meV
[111] LO d(omega)/q^2 = 2.4542e-03 Ha bohr^2
all good
```
